# Completion time for diffusion-controlled conversion of an expanding sphere

Suppose that a furnace hold for oxidizing a metal powder is to be set from scale growth measured on a flat piece of the same metal. The calculation then needs a decision: may the volume change from metal to oxide be left out, and which rate constant carries over from plate to sphere? For the nickel particle treated below, leaving out the expansion while keeping the flat-plate constant gives half the completion time of the full formula.

## The model and the result

A dense sphere of reactant has initial radius \(a\). Its product occupies \(z\) times the volume of the reactant consumed. At time \(t\) a core of radius \(r_1\) remains, the product reaches out to \(r_2\), and a fraction \(x\) has been converted. The product is free of pores, incompressible and in contact with the core. Temperature and boundary concentrations are constant.

The total volume is the core plus \(z\) times what has been consumed:

\[
r_2^3=r_1^3+z(a^3-r_1^3)=za^3+(1-z)r_1^3,\qquad r_1^3=a^3(1-x). \tag{1}
\]

Conversion needs a mobile species, the carrier, to cross the product from \(r_2\) to \(r_1\). It may be a dissolved oxidant. It may also be a metal vacancy, whose inward motion is outward motion of metal. Let \(C\) be its concentration, \(D(C)\) its diffusivity, \(\nu\) the number of carriers needed per reactant atom and \(\Omega\) the reactant volume per atom. With \(C_1\) and \(C_2\) the values at the core and the outer surface, define

\[
\Phi(C)=\int_{C_1}^{C}D(C')\,dC',\qquad \Phi_2=\Phi(C_2),\qquad k=\frac{\Omega\,\Phi_2}{\nu}. \tag{2}
\]

The inward flux relative to the product is \(D\,\partial C/\partial r=\partial\Phi/\partial r\), so a \(D\) that depends on concentration causes no difficulty. The constant \(k\) has the unit of a diffusivity. The result is

\[
\tau=\frac{a^2}{2k}B(z),\qquad B(z)=1-\frac{z^{2/3}-1}{z-1}. \tag{3}
\]

The completion time is therefore proportional to \(B\) when \(a\) and \(k\) are held fixed.

## First derivation: the rate law of the core

The product moves as the sphere swells, but an incompressible flow does not change the concentration in a moving piece of product. That concentration changes through the divergence of the flux relative to the product. If few carriers are stored, this divergence can be set to zero:

\[
\frac{\partial}{\partial r}\left(r^2\frac{\partial\Phi}{\partial r}\right)=0
\quad\Rightarrow\quad \frac{\partial\Phi}{\partial r}=\frac{A}{r^2}.
\]

Integrating from \(r_1\), where \(\Phi=0\), to \(r_2\) fixes \(A\):

\[
\Phi_2=A\left(\frac1{r_1}-\frac1{r_2}\right)
\quad\Rightarrow\quad A=\Phi_2\frac{r_1r_2}{r_2-r_1}.
\]

The number of carriers reaching the core per unit time is \(4\pi A\). They consume a reactant volume \(4\pi A\Omega/\nu\) per unit time, which equals \(-4\pi r_1^2\,dr_1/dt\). Hence

\[
-\frac{dr_1}{dt}=\frac{k\,r_2}{r_1(r_2-r_1)}. \tag{4}
\]

The minus sign records that the core shrinks. Separating the variables gives

\[
kt=\int_{r_1}^{a}\frac{r\,[r_2(r)-r]}{r_2(r)}\,dr
=\int_{r_1}^{a}r\,dr-\int_{r_1}^{a}\frac{r^2}{r_2(r)}\,dr .
\]

The first integral is \((a^2-r_1^2)/2\). In the second, put \(u=r_2^3=za^3+(1-z)r^3\), so that \(r^2dr=du/[3(1-z)]\). At \(r=a\), \(u=a^3\); at \(r=r_1\), \(u=r_2^3\). For \(z\ne1\),

\[
\int_{r_1}^{a}\frac{r^2}{r_2(r)}dr
=\frac1{3(1-z)}\int_{r_2^3}^{a^3}u^{-1/3}du
=\frac{a^2-r_2^2}{2(1-z)}
=\frac{r_2^2-a^2}{2(z-1)} .
\]

The time law is therefore

\[
kt=\frac{a^2-r_1^2}{2}-\frac{r_2^2-a^2}{2(z-1)}. \tag{5}
\]

At completion \(r_1=0\) and, from (1), \(r_2=z^{1/3}a\). Equation (5) then becomes (3).

To express (5) through the conversion, multiply it by \(2(z-1)/a^2\) and collect the radii on one side:

\[
\frac{r_2^2}{a^2}+(z-1)\frac{r_1^2}{a^2}=z-\frac{2(z-1)kt}{a^2}.
\]

By (1), \(r_2^3/a^3=1+(z-1)x\), and so

\[
[1+(z-1)x]^{2/3}+(z-1)(1-x)^{2/3}=z-\frac{2(z-1)kt}{a^2}. \tag{6}
\]

This is the Valensi-Carter equation.

## Second derivation: a weighted carrier balance

The same result follows without solving for the concentration profile. Keep the storage for now, and let \(s(r,t)\) be the rate at which carriers accumulate per unit volume of moving product:

\[
\frac1{r^2}\frac{\partial}{\partial r}\left(r^2\frac{\partial\Phi}{\partial r}\right)=s .
\]

Multiply by \(r^2g\), with the weight \(g=1/r-1/r_2\), and integrate over the product. The weight vanishes at the outer surface, and \(-r^2\,\partial g/\partial r=1\). Integration by parts gives

\[
\int_{r_1}^{r_2}g\,\frac{\partial}{\partial r}\left(r^2\frac{\partial\Phi}{\partial r}\right)dr
=-\left(\frac1{r_1}-\frac1{r_2}\right)r_1^2\left.\frac{\partial\Phi}{\partial r}\right|_{r_1}
+\int_{r_1}^{r_2}\frac{\partial\Phi}{\partial r}\,dr .
\]

The last integral is \(\Phi_2\), whatever the profile. Consumption at the core requires \((\Omega/\nu)\,\partial\Phi/\partial r|_{r_1}=-dr_1/dt\). If product forms at the core and \(C_1\ne0\), the carriers retained in the fresh product are counted in \(\nu\). Multiplying the balance by \(\Omega/\nu\) and rearranging,

\[
-\left(\frac1{r_1}-\frac1{r_2}\right)r_1^2\frac{dr_1}{dt}
=k-\frac{\Omega}{\nu}\int_{r_1}^{r_2}\left(r-\frac{r^2}{r_2}\right)s\,dr. \tag{7}
\]

The left side is a total time derivative. Its first part is \(-r_1\,dr_1/dt=-\tfrac12\,d(r_1^2)/dt\). For the second part, differentiate (1): \(r_2^2\,dr_2/dt=-(z-1)r_1^2\,dr_1/dt\). Therefore

\[
\frac{r_1^2}{r_2}\frac{dr_1}{dt}=-\frac{r_2}{z-1}\frac{dr_2}{dt}
=-\frac{1}{2(z-1)}\frac{d(r_2^2)}{dt}.
\]

With the storage term dropped, (7) says that one combination of the two radii falls at a constant rate:

\[
\frac{d}{dt}\left[r_1^2+\frac{r_2^2}{z-1}\right]=-2k. \tag{8}
\]

The bracket starts at \(a^2+a^2/(z-1)=za^2/(z-1)\) and ends at \(z^{2/3}a^2/(z-1)\). The difference between these values is \(2k\tau\):

\[
2k\tau=a^2\frac{z-z^{2/3}}{z-1}
=a^2\frac{(z-1)-(z^{2/3}-1)}{z-1}=a^2B(z),
\]

which is (3) again.

## What each derivation assumes

Both derivations use spherical symmetry, the volume balance (1), contact at the core and fixed boundary concentrations. The first assumes a steady current from the start and obtains the profile. The second needs no profile, and it shows what the steady assumption discards: the integral in (7).

That integral can be evaluated to leading order for \(z=1\), constant \(D\), and an inward-moving oxidant with \(C=0\) at the core. Then \(r_2=a\) and the product is at rest. Write \(C=C_2c\) and \(\epsilon=\Omega C_2/\nu=k/D\). Integrating (7) over the whole conversion, with \(\int_0^a(r_1-r_1^2/a)\,dr_1=a^2/6\) on the left, gives

\[
k\tau=\frac{a^2}{6}+\epsilon\int_0^\tau dt\int_{r_1}^{a}\left(r-\frac{r^2}{a}\right)\frac{\partial c}{\partial t}\,dr .
\]

To leading order the steady profile may be used inside the integral:

\[
c=\frac{1-r_1/r}{1-r_1/a},\qquad
-\frac{\partial c}{\partial r_1}=\frac{a(a-r)}{r(a-r_1)^2}.
\]

Since \(r_1\) falls from \(a\) to zero, the time integral becomes an integral of \(-\partial c/\partial r_1\) over \(r_1\) from 0 to \(a\). The factor \(r-r^2/a=r(a-r)/a\) cancels \(a\) and \(r\), leaving

\[
\int_0^a\frac{dr_1}{(a-r_1)^2}\int_{r_1}^a(a-r)^2dr
=\int_0^a\frac{a-r_1}{3}\,dr_1=\frac{a^2}{6}.
\]

Thus \(k\tau\simeq(a^2/6)(1+\epsilon)\): to leading order, storage lengthens the conversion by the fraction \(\epsilon\) in this case. The approach to this limit is slow, with a relative correction of order \(\sqrt\epsilon\): the full diffusion problem gives about \(0.95\epsilon\) at \(\epsilon=0.01\) and \(0.98\epsilon\) at \(\epsilon=0.001\).

For \(z=1.7\) the full moving-boundary diffusion problem was solved numerically, again for an inward-moving oxidant, from \(r_1=0.98a\) to \(0.10a\). Relative to (5) over the same interval, the delay was 1.23% at \(\epsilon=0.01\) and 0.62% at \(\epsilon=0.005\). Linear extrapolation to \(\epsilon=0\) leaves 0.0075%, so the steady law is recovered when storage is small.

## Limits, and the constant that is held fixed

Put \(q=z^{1/3}\). Cancelling the common factor \(q-1\) gives

\[
B=1-\frac{q^2-1}{q^3-1}=1-\frac{q+1}{q^2+q+1}=\frac{q^2}{1+q+q^2}. \tag{9}
\]

This form is regular at \(z=1\), where \(B=1/3\) and \(\tau=a^2/(6k)\), in agreement with the left side of the storage calculation above. Since \(1/B=1+1/q+1/q^2\) falls as \(q\) grows, \(B\) rises with \(z\) throughout.

As \(z\to\infty\), \(B\to1\). The outer surface is then far away, \(1/r_2\) drops out of the resistance, and \(\tau\to a^2/(2k)\). As \(z\to0\), \(B\to0\), because the product layer has no thickness to resist diffusion. Diffusion control fails before that limit, since the interface reaction must then set the rate.

At early times the layer thickness \(X=r_2-r_1\) is small compared with \(a\), and \(r_2/r_1\to1\) in (4). The core recedes at \(k/X\), and each unit of depth consumed makes \(z\) units of product:

\[
\frac{dX}{dt}=\frac{zk}{X}\quad\Rightarrow\quad X^2=2zkt .
\]

A flat plate that swells along its normal alone obeys the same law. If its scale follows \(X^2=k_pt\), then \(k=k_p/(2z)\), and

\[
\tau=\frac{a^2}{k_p}\,zB(z). \tag{10}
\]

At fixed \(k_p\) the completion time is thus proportional to \(zB\), not to \(B\). The constant \(k\) measures reactant consumed, while \(k_p\) measures product thickness.

## A nickel particle

Take a particle with \(a=10\ \mu\mathrm m\) at 1273 K. Rough typical values for nickel oxidizing to NiO are \(z=1.7\) and \(k_p=0.005\ \mu\mathrm m^2/\mathrm s\). Then

\[
k=\frac{0.005}{2\times1.7}=1.47\times10^{-3}\ \mu\mathrm m^2/\mathrm s,
\]
\[
\tau=\frac{100}{2\times1.4706\times10^{-3}}\times0.3937\ \mathrm s
\approx1.34\times10^4\ \mathrm s\approx3.7\ \mathrm h .
\]

The final radius is \(10\times1.7^{1/3}=11.9\ \mu\mathrm m\). Setting \(z=1\) at the same \(k\) gives 11333 s, which is 15% below the full result. Setting \(z=1\) at the same \(k_p\) gives 6667 s, which is 50% below it. The second error is the larger because it also misreads product thickness as metal consumed.

Half the metal is converted after 1823 s, about 14% of \(\tau\), whereas the last 1% takes \(13386-11998=1388\) s, about 10% of \(\tau\). The slow finish follows from (4). Near the end \(r_2\) is almost constant, and the remaining time is

\[
\tau-t\simeq\frac1k\left(\frac{r_1^2}{2}-\frac{r_1^3}{3r_2}\right).
\]

At \(r_1=2.15\ \mu\mathrm m\) this gives about \(1.57\times10^3-0.19\times10^3=1.38\times10^3\) s, in agreement with the table of times. For \(r_1\ll r_2\) the current \(4\pi A\) tends to \(4\pi\Phi_2r_1\), so it falls in proportion to the core radius. A process that can accept 99% conversion saves about a tenth of the hold, within this model.

## Where the real particle departs from the model

In NiO the metal moves outward through vacancies, and new oxide forms at the outer surface. The oxide must then collapse inward to stay on the shrinking core. If it does not, a cavity opens. Consider an idealized limit in which the shell is rigid, its inner wall stays at \(a\), and metal still feeds that whole wall. The outer radius is \(R=a(1+zx)^{1/3}\), and the steady current gives

\[
\frac{a^3}{3}\frac{dx}{dt}=k\frac{aR}{R-a}
\quad\Rightarrow\quad dt=\frac{a^2}{3k}\left(1-\frac aR\right)dx .
\]

Integrating over \(x\) from 0 to 1,

\[
\tau_{\rm hollow}=\frac{a^2}{3k}\left\{1-\frac{3}{2z}\left[(1+z)^{2/3}-1\right]\right\}.
\]

This is 3887 s, shorter than the compact result by a factor of 3.4, with an outer radius of 13.9 instead of 11.9 \(\mu\mathrm m\). The inner wall here keeps its full area, so the shell's resistance stays finite, while that of the compact shell grows without limit as \(r_1\to0\). The slow finish is only part of the difference: about half of it has built up before 90% conversion. The figure is not a bound for a real particle: lost contact can also cut off the metal supply and lengthen the conversion. Whether contact is kept can thus change the time severalfold.

A slow reaction at the core adds a separate delay. Suppose the core would recede at speed \(u\) if the full outer concentration acted on it, and at \(uc_1\) when a fraction \(c_1\) does. For constant \(D\), diffusion supplies \((1-c_1)v_D\), where \(v_D\) is the right side of (4). Equating the two speeds and eliminating \(c_1\) gives

\[
\frac{1}{|dr_1/dt|}=\frac1{v_D}+\frac1u .
\]

Integration over the radius adds \(a/u\) to \(\tau\). A delay of 1%, or 134 s, corresponds to \(u=0.075\ \mu\mathrm m/\mathrm s\); diffusion control to that accuracy needs a faster interface.

The time also depends on temperature. With a rough activation energy of 2 eV for \(k_p\), a furnace 10 K hotter shortens \(\tau\) by 13%. Any error in \(k_p\) passes inversely into \(\tau\), so the rough input supports a time of a few hours and no finer claim.

Three further effects are small for an isolated particle with these inputs. A rough vacancy fraction of \(10^{-4}\) per cation site gives \(\epsilon=5.9\times10^{-5}\) and a storage delay below 0.01%. This is an order of magnitude only, because the calculation behind it has product forming at the core. Self-heating of an isolated particle, cooled by conduction through the gas, is about 0.1 K at 1% conversion. The parabolic law reaches a scale of \(0.1\ \mu\mathrm m\) in 2 s, or 0.015% of \(\tau\), so a moderately different growth law in that thin range would hardly change the total.

A packed powder is different, because its heat must leave through the whole bed. Take a layer 10 mm thick, half metal by volume at the start, cooled on both faces, with a rough conductivity of 0.3 W/(m K) and free access of oxygen. At the conversion rate computed here, its middle would be about 90 K hotter than its faces at half conversion. Earlier the conversion is much faster: if oxygen is admitted all at once to a layer already at furnace temperature, the same rate, with a rough bed heat capacity of \(2\) to \(3\times10^6\) J/(m\(^3\) K), gives an excess of several hundred kelvin near 10% conversion. Neither figure is a prediction, because both hold the rate at its furnace-temperature value. With the 2 eV activation energy, a 90 K excess raises the rate more than threefold, and with free oxygen this layer has no steady profile near the furnace temperature: it runs away. In air, diffusion through the pores could not supply the rate at 10% conversion, so oxygen transport would then set the pace. The calculated hold therefore applies to a thin, well-ventilated layer whose temperature stays close to that of the furnace. The steady excess scales as the square of the thickness, so a 1 mm layer would have about 1 K at half conversion and about 6 K at 10%. The numerical output below lists the single-particle inputs and the full conversion table.

## Computed values

```
TESTS
largest relative error of time law: 7.1e-14
relative error of steady current: 6.7e-12
delay at epsilon = 0.01: 1.230 %
delay at epsilon = 0.005: 0.619 %
delay extrapolated to epsilon = 0: 0.0075 %
BRACKET AND k*tau/a^2 (dimensionless)
z = 0.6: bracket 0.2784, k*tau/a^2 0.1392
z = 1.0: bracket 0.3333, k*tau/a^2 0.1667
z = 1.7: bracket 0.3937, k*tau/a^2 0.1969
z = 3.0: bracket 0.4600, k*tau/a^2 0.2300
NICKEL PARTICLE, rough inputs
volume ratio z: 1.7
initial radius: 10.0 um
temperature: 1273 K
planar constant kp: 0.005 um^2/s
k = kp/(2z): 1.4706e-03 um^2/s
completion time: 13386 s = 3.72 h
final radius: 11.93 um
x, time (s), core radius (um), outer radius (um)
0.10       65    9.65   10.23
0.25      421    9.09   10.55
0.50     1823    7.94   11.05
0.75     4727    6.30   11.51
0.90     7974    4.64   11.77
0.99    11998    2.15   11.92
1.00    13386    0.00   11.93
time with z = 1, same k: 11333 s
time with z = 1, same kp: 6667 s
NEGLECTED EFFECTS
hollow-shell time: 3887 s
compact time / hollow time: 3.44
hollow-shell outer radius: 13.92 um
vacancy fraction, rough: 1e-04 per site
storage number epsilon: 5.9e-05
storage delay, order only: 7.3e-03 %
activation energy of kp, rough: 2.0 eV
time change if 10 K hotter: -13.2 %
reaction heat, rough: 2.5 eV per Ni atom
Ni atomic volume, rough: 0.011 nm^3
gas conductivity, rough: 0.08 W/(m K)
self-heating at x = 0.01: 1.2e-01 K
time to reach 0.1 um scale: 2.0 s
that time / completion time: 0.015 %
interface speed for 1 % delay: 0.0747 um/s
delay at that speed: 133.9 s
```
